\section*{Phase-averaged heating of electrons by an oscillating exponential wall}

\section{What fixes the form of the answer}

An electron of mass $m$ and speed $v$ travels in the $+x$ direction towards a wall with potential energy
\begin{equation}
V=V_0\,e^{[x-s(t)]/\lambda},\qquad s=s_0\sin\omega t,\qquad U=\dot s=U_0\cos\omega t,
\end{equation}
where $U_0=\omega s_0$. It is reflected and leaves with a changed energy. We want the mean change $\langle\Delta E\rangle$ when arrivals at a distant fixed plane are spread uniformly over the rf period $T=2\pi/\omega$.

Multiplying $V_0$ by a constant shifts the origin of $x$, which only changes the arrival phase, so $V_0$ drops out of the average. Reversing the sign of $U_0$ is a phase shift of $\pi$, so the average is even in $U_0$. It vanishes for a static wall. The quantities left are $m,v,U_0,\omega,\lambda$, and for $U_0\ll v$ the leading term must be
\begin{equation}
\langle\Delta E\rangle=2mU_0^2\,H(\omega\lambda/v).
\end{equation}
The factor 2 is chosen so that $H=1$ for a hard wall, $\lambda\to0$. The derivation below gives
\begin{equation}
H=\frac{z^3\cosh z}{\sinh^3 z},\qquad z=\frac{\pi\omega\lambda}{v}. \label{H}
\end{equation}
The model is one-dimensional and collisionless. The wall motion is prescribed, the barrier has no upper limit, and arriving electrons carry no rf drift.

\section{The hard wall and its phase weight}

In the frame of a hard wall the velocity $v-U$ reverses. In the laboratory the electron leaves with velocity $-(v-2U)$, so
\begin{equation}
\Delta E=\tfrac m2\left[(v-2U)^2-v^2\right]=2m(U^2-vU).
\end{equation}
An electron that passes $x=-L$ at $t_0$ hits the wall at $t_c$, where $s(t_c)=-L+v(t_c-t_0)$. Differentiation gives $dt_0=(1-U/v)\,dt_c$. Uniform arrival in $t_0$ therefore weights collision times by $1-U/v$:
\begin{equation}
\langle\Delta E\rangle=2m\left\langle (U^2-vU)\left(1-\frac Uv\right)\right\rangle
=2m\left\langle 2U^2-vU-\frac{U^3}{v}\right\rangle=4m\langle U^2\rangle=2mU_0^2,
\end{equation}
because the odd powers average to zero. Half of the gain comes from the weight: the wall meets more electrons while it advances. If $U_0<v/3$, the reflected speed is at least $v-2U_0>U_0$, the wall cannot catch the electron again, and the result needs no expansion in $U_0/v$.

\section{First order: the kick from a soft wall}

Choose the origin so that the static potential is $\frac12mv^2e^{x/\lambda}$, with the turning point at $x=0$. The static orbit, with $t=0$ at the turning point, is
\begin{equation}
x=-2\lambda\ln\cosh\frac{vt}{2\lambda},\qquad \dot x=-v\tanh\frac{vt}{2\lambda}.
\end{equation}
Its kinetic energy $\frac12mv^2\tanh^2$ and potential energy $\frac12mv^2\,\mathrm{sech}^2$ add to $\frac12mv^2$, as they must. The force is
\begin{equation}
F=-\frac{V}{\lambda}=-\frac{mv^2}{2\lambda}\,\mathrm{sech}^2\frac{vt}{2\lambda}.
\end{equation}
We define the reflection time as total impulse over peak force:
\begin{equation}
\tau=\frac{2mv}{mv^2/2\lambda}=\frac{4\lambda}{v},\qquad
z=\frac{\pi\lambda}{v}\,\frac{2\pi}{T}=\frac{\pi^2}{2}\,\frac{\tau}{T}.
\end{equation}

With a moving wall the total energy changes at the rate $\partial V/\partial t=-V'(x-s)\,U=FU$. The potential energy is negligible before and after, so $\Delta E=\int FU\,dt$. To first order in $U_0$ the force is that of the static orbit. Let $\varphi$ be the wall phase at the turning point. The part of $\cos(\omega t+\varphi)$ odd in $t$ drops out, and with $u=vt/2\lambda$, $k=2\omega\lambda/v$,
\begin{equation}
\Delta E_1=-mvU_0\cos\varphi\; J,\qquad J=\int_{-\infty}^{\infty}\mathrm{sech}^2u\;e^{iku}\,du.
\end{equation}
To find $J$, close the contour along $\mathrm{Im}\,u=\pi$. There $\mathrm{sech}^2u$ repeats itself and the exponential gains a factor $e^{-\pi k}$. The enclosed pole is at $u=i\pi/2$. With $u=i\pi/2+\epsilon$ the integrand is $-\epsilon^{-2}e^{-\pi k/2}(1+ik\epsilon+\dots)$, whose residue is $-ik\,e^{-\pi k/2}$. Hence
\begin{equation}
J(1-e^{-\pi k})=2\pi k\,e^{-\pi k/2}\;\Rightarrow\; J=\frac{\pi k}{\sinh(\pi k/2)}=\frac{2z}{\sinh z},
\end{equation}
since $\pi k/2=z$. The kick is
\begin{equation}
\Delta E_1=-2mvU_0\,G\cos\varphi,\qquad G=\frac{z}{\sinh z}.
\end{equation}
It averages to zero, so the heating is of second order.

\section{Second order without a second-order orbit}

Let an electron cross the distant plane inward at $(t,E)$ and outward at $(t',E')$. The action $S=\int(p\,dx-\mathcal H\,dt)$ between the crossings, with $\mathcal H$ the total energy, varies only through its end points. The plane is fixed, so $dS=E\,dt-E'\,dt'$. Add $d(E't')$ and set $W=S+E't'$:
\begin{equation}
dW=E\,dt+t'\,dE'\;\Rightarrow\;E=\left.\frac{\partial W}{\partial t}\right|_{E'}.
\end{equation}
Delaying the launch by $T$ leaves $S$ and $E'$ unchanged and raises $t'$ by $T$, so $W$ grows by $E'T$. Therefore $W=E't+g(t,E')$ with $g$ periodic in $t$, and
\begin{equation}
\Delta E=E'-E=D(t,E'),\qquad D=-\partial g/\partial t .
\end{equation}
At fixed \emph{final} energy, $D$ averages to zero at each order in $U_0$. Write $D=D_1+D_2+\dots$ and expand about the initial energy:
\begin{equation}
\Delta E=D_1(t,E)+D_1\frac{\partial D_1}{\partial E}+D_2(t,E)+O(U_0^3).
\end{equation}
The first term is the kick $\Delta E_1$. Averaging over $t$ removes $D_1$ and $D_2$ and leaves
\begin{equation}
\langle\Delta E\rangle=\frac12\frac{d}{dE}\langle\Delta E_1^2\rangle. \label{slope}
\end{equation}
Electrons that have gained energy are kicked according to their higher final energy, and this bias is the heating.

Now $\langle\Delta E_1^2\rangle=2m^2U_0^2v^2G^2$, $d/dE=(mv)^{-1}d/dv$, $vG=\pi\omega\lambda/\sinh z$ and $dz/dv=-z/v$. Thus
\begin{align}
\langle\Delta E\rangle&=\frac{mU_0^2}{v}\frac{d}{dv}\frac{(\pi\omega\lambda)^2}{\sinh^2z}
=\frac{mU_0^2}{v}\,(\pi\omega\lambda)^2\,\frac{2z\cosh z}{v\sinh^3z}\nonumber\\
&=2mU_0^2\,\frac{z^3\cosh z}{\sinh^3z},
\end{align}
where the last step uses $\pi\omega\lambda=zv$. This is (\ref{H}).

\section{How the departure sets in}

For small $z$, $\ln(\sinh z/z)=z^2/6-z^4/180+\dots$ and $\ln\cosh z=z^2/2-z^4/12+\dots$. Hence
\begin{equation}
\ln H=-3\left(\frac{z^2}{6}-\frac{z^4}{180}\right)+\frac{z^2}{2}-\frac{z^4}{12}+\dots
\;\Rightarrow\;H=1-\frac{z^4}{15}+\dots
\end{equation}
The quadratic terms cancel. In the form $H=G^2\,z\coth z$ the reason is visible: softness weakens the mean-square kick, $G^2\simeq1-z^2/3$, but steepens its growth with energy, $z\coth z\simeq1+z^2/3$.

For large $z$, $H\to4z^3e^{-2z}$: the force pulse is smooth and long, and its Fourier component at $\omega$ is exponentially small. Heating is halved at $z=2.324$, or $\tau/T=0.471$. At $\tau=T$, where $z=\pi^2/2$, only $H=0.025$ remains. The hard-wall result thus fails well before the reflection time reaches the period.

\section{Another profile: the parabolic wall}

Uniform ion charge without electrons gives a linear field. Take $V=\frac12m\Omega_0^2(x-s)^2$ for $x>s$ and zero otherwise. The static electron is in contact for half an oscillation, with force $-mv\Omega_0\cos\Omega_0t$ about the turning point. With $r=\omega/\Omega_0$ and $u=\Omega_0t$,
\begin{align}
\Delta E_1&=-mvU_0\cos\varphi\int_{-\pi/2}^{\pi/2}\cos u\cos ru\,du\nonumber\\
&=-mvU_0\cos\varphi\,\cos\frac{\pi r}{2}\left[\frac1{1+r}+\frac1{1-r}\right]
=-2mvU_0\,G_p\cos\varphi,
\end{align}
where $G_p=\cos(\pi r/2)/(1-r^2)$. This factor does not depend on $v$, so (\ref{slope}) gives $H_p=G_p^2\simeq1-(\pi^2/4-2)r^2$. The onset is now quadratic and the decay at large $r$ is algebraic, an oscillation under an $r^{-4}$ envelope with zeros at $r=3,5,\dots$. The quartic onset and the exponential cutoff thus do not hold for soft walls in general. At $r=0.5$ and $U_0/v=0.03$, the formula and traced orbits both give 0.8889.

\section{The scheme}

Measure length in $\lambda$ and time in $\lambda/v$, with $q=x/\lambda$ and scaled velocity $w$. Newton's law becomes
\begin{equation}
q''=-\tfrac12e^{q-\sigma},\qquad \sigma=\frac{\beta}{\Omega}\sin(\Omega t+\phi),\qquad
\beta=\frac{U_0}{v},\quad\Omega=\frac{\omega\lambda}{v}=\frac z\pi .
\end{equation}
The incoming speed is 1 and the relative gain is $w^2-1$. The hard-wall gain is $2mU_0^2/(\frac12mv^2)=4\beta^2$ on this scale, so the estimate of $H$ is $R=\langle w^2-1\rangle/4\beta^2$.

\begin{verbatim}
function R(beta, Omega):
  L = 26;  h = 0.02;  N = 32
  for j = 0..N-1:                  # vectorize over j
    phi = 2 pi j/N;  q = -L;  w = 1;  t = 0
    while t < 2.6 L:
      a1 = acc(q, t)
      a2 = acc(q + h w/2 + h^2 a1/8, t + h/2)
      a3 = acc(q + h w + h^2 a2/2,   t + h)
      q  = q + h w + h^2 (a1 + 2 a2)/6
      w  = w + h (a1 + 4 a2 + a3)/6
      t  = t + h
    require q < -0.8 L
    gain[j] = w^2 - 1
  return mean(gain)/(4 beta^2)

H = (4 R(beta,Omega) - R(2 beta,Omega))/3
\end{verbatim}

\paragraph{Order of the step.} Both updates are Simpson's rule, applied to $\int a\,dt$ for $w$ and to $\int(h-t)a\,dt$ for $q$. The predicted midpoint position is wrong by $-h^3a'/48$ and the predicted end position by $+h^3a'/12$. In the velocity update they enter with weights 4 and 1, and $-4/48+1/12=0$. The local error is therefore $O(h^5)$ and the method is of fourth order.

\paragraph{Phases.} Equally spaced phases annul every harmonic of the gain except multiples of $N$. The large first-order kick thus cancels in the sum. With random phases it would leave a relative error
\begin{equation}
\frac{4\beta G/\sqrt2}{4\beta^2H\sqrt N}=\frac{G}{\sqrt2\,\beta H\sqrt N}.
\end{equation}
For $\beta=0.02$ and $z=2$ this is about $31/\sqrt N$, so one per cent would take about $10^7$ electrons.

\paragraph{Extrapolation.} Since $R$ is even in $\beta$, $R=H+c\beta^2+O(\beta^4)$, and the last line of the pseudocode removes $c$.

\paragraph{Cost.} One orbit takes $2.6\times26/0.02=3380$ steps of three force evaluations. With 32 phases this is about $3.2\times10^5$ evaluations per value of $R$, and twice that with extrapolation. For a given $L$ the flight length does not depend on the rf period, but at fixed $\beta$ a long period needs a larger $L$, since $L$ must exceed $\beta/\Omega$.

\paragraph{Stability.} The linearized force has a squared frequency of about $\frac12$ at the turning point, so $h=0.02$ is far below the natural time scale. The wall must be resolved too, $h\Omega\ll1$. The step does not conserve phase-space area by construction. This is acceptable for a single reflection, where the truncation error can be made small against the gain.

\paragraph{Accuracy of the orbits.} For $z=0.3$, 1, 2, 3, 4 and 5, with $\beta=0.02$ and 0.04, the extrapolated values differ from (\ref{H}) by at most $1.6\times10^{-7}$ of $H$. At $\beta=0.02$ the first harmonic of the gain agrees with $4\beta G$ to $1.5\times10^{-4}$. Relation (\ref{slope}) was tested on traced gains alone at $z=1.5$, $\beta=0.02$: the half-slope divided by the mean gain is 1.0003.

\section{Failure modes}

\begin{itemize}
\item \emph{Uniform collision phases.} For the hard wall this gives half the right gain, because the weight $1-U/v$ is lost.
\item \emph{Stopping early.} The potential energy left at the end counts as an error in $w^2$. At $z=5$, $\beta=0.02$ the mean gain is only $4\beta^2H=3.6\times10^{-5}$. The exit condition leaves about $e^{-20.8}\simeq10^{-9}$, which is harmless.
\item \emph{Launching too close.} The plane must lie outside the potential for all wall positions, so $L$ must exceed $s_0/\lambda=\beta/\Omega$ by many units. This matters at small $z$.
\item \emph{Wrong $\beta$.} The signal falls as $\beta^2$, so a very small $\beta$ exposes truncation and rounding errors. A large $\beta$ brings higher-order terms and repeated hits.
\item \emph{Overflow in the formula.} For large $z$ use $H=4z^3e^{-2z}(1+e^{-2z})/(1-e^{-2z})^3$.
\end{itemize}

\section{Average over a Maxwellian}

Electrons with temperature $T_e$ (in energy units) reach the plane with flux proportional to $v\,e^{-v^2/v_T^2}$, where $v_T=\sqrt{2T_e/m}$. With $y=v/v_T$ and $a=\pi\omega\lambda/v_T$, the mean gain is $2mU_0^2K$, where
\begin{equation}
K=\int_0^\infty H(a/y)\,2y\,e^{-y^2}dy .
\end{equation}
A second form follows from (\ref{slope}). The flux weight in energy is $e^{-E/T_e}dE/T_e$, and $\langle\Delta E_1^2\rangle$ vanishes at $E=0$. Integration by parts gives a mean gain of $\langle\Delta E_1^2\rangle/2T_e$, averaged over the flux. Dividing by $2mU_0^2$ and using $T_e=\frac12mv_T^2$,
\begin{equation}
K=\int_0^\infty y^2G^2(a/y)\,2y\,e^{-y^2}dy\simeq1-\frac{a^2}{3}\qquad(a\ll1),
\end{equation}
since $y^2G^2\simeq y^2-a^2/3$ and the flux average of $y^2$ is 1. The averaged departure is quadratic although that of a single energy is quartic: slow electrons have large $z$ at any frequency.

\section{Worked example: argon at 162 MHz}

Take $T_e=3$ eV, $\lambda=0.4$ mm, $s_0=0.1$ mm, bulk density $5\times10^9$ cm$^{-3}$ and edge density $2.5\times10^9$ cm$^{-3}$. Then
\begin{equation}
U_0=2\pi(1.62\times10^8\ \mathrm{s^{-1}})(0.01\ \mathrm{cm})=1.018\times10^7\ \mathrm{cm/s},
\quad 2mU_0^2=0.118\ \mathrm{eV}.
\end{equation}
The period is 6.17 ns. At 3 eV, $v=1.027\times10^8$ cm/s, so $\tau=4\lambda/v=1.56$ ns, $\tau/T=0.252$ and $z=4.935\times0.2523=1.245$. Orbits traced at the actual $U_0$, without extrapolation, give:

\begin{center}
\begin{tabular}{ccccc}
$E$ (eV) & $U_0/v$ & $\tau/T$ & $H$ & traced\\
0.3 & 0.313 & 0.798 & 0.093 & 0.093\\
1.0 & 0.172 & 0.437 & 0.567 & 0.567\\
3.0 & 0.099 & 0.252 & 0.898 & 0.900\\
10.0 & 0.054 & 0.138 & 0.988 & 0.988
\end{tabular}
\end{center}

Heating is halved at 0.86 eV, and $\tau=T$ at 0.19 eV. The slow electrons lose most of their heating while the fast ones barely notice the softness.

Here $a=1.245$ and $K=0.687$; orbits traced over the Maxwellian give 0.688. The flux to the wall is $\Gamma=n_{\rm edge}v_T/(2\sqrt\pi)=7.24\times10^{16}$ cm$^{-2}$s$^{-1}$. The hard wall would deliver $\Gamma\,2mU_0^2=1.37$ mW/cm$^2$, and the soft wall delivers $1.37\times0.687=0.94$ mW/cm$^2$. With $\lambda$ and $T_e$ held fixed, $K$ is 0.996 at 13.56 MHz and 0.94 at 60 MHz. At 13.56 MHz $a=0.104$, and $1-a^2/3$ also gives 0.996.

\section{Beside a real discharge}

The inputs are rough values for a low-pressure, very-high-frequency argon discharge. The displacement $s_0$ is chosen small to keep $U_0/v_T$ near 0.1; stronger driving raises the gain as $U_0^2$. One costly assumption is the absence of rf drift. If displacement current in the plasma is neglected, current continuity makes bulk electrons oscillate with velocity $\rho U$, $\rho=n_{\rm edge}/n_{\rm bulk}$. Let $f(w)$ be the velocity distribution in the drifting frame. A hard wall then does work on the electrons at the rate
\begin{equation}
-\left\langle U\int2m\,[w-(1-\rho)U]^2f(w)\,dw\right\rangle\simeq4m(1-\rho)\langle U^2\rangle\Gamma .
\end{equation}
The cross term survives the average, with $\int wf\,dw=\Gamma$. For $\rho=0.5$ half of the hard-wall work is lost. Part of the remaining work goes into the ordered drift. Seen from the drifting electrons the wall moves at $(1-\rho)U$, and the energy gain in that frame is only $4m(1-\rho)^2\langle U^2\rangle\Gamma$, a quarter of the hard-wall value. Work done by the bulk field is not counted, and the combination with softness is not derived here.

The uncertainty of the profile can matter as much. At fixed $U_0$ and $T_e$, $\lambda=0.2$ mm gives $K=0.89$ and $\lambda=0.8$ mm gives 0.33, while a parabolic wall with $\Omega_0$ equal to the edge plasma frequency, as for uniform ions at the edge density, gives 0.94. The value 0.69 is therefore a property of the chosen $\lambda$, which is about 1.5 edge Debye lengths (0.26 mm). If $\lambda$ equals the Debye length, $a=(\pi/\sqrt2)\,\omega/\omega_{pe}$, with $\omega_{pe}$ the edge plasma frequency. Halving of $K$, at $a\simeq1.8$, then requires $\omega\simeq0.8\,\omega_{pe}$, where a prescribed wall is doubtful. This threshold scales as $1/\lambda$, and a real sheath can be wider. For a static sheath with Boltzmann electrons and cold ions entering at the Bohm speed, $\phi=V/T_e$ obeys $\phi'^2=2[\sqrt{1+2\phi}+e^{-\phi}-2]$ in Debye lengths, so the local scale $\phi/\phi'$ is 2.2 to 2.8 Debye lengths for $\phi$ between 0.3 and 3. With such a $\lambda$ halving would come near $\omega\simeq0.35\,\omega_{pe}$. In the example $(\omega/\omega_{pe})^2=0.13$.

Two effects are smaller. At 10 mTorr and 300 K, with a rough cross-section of $4\times10^{-16}$ cm$^2$, the chance of a collision over a path $4\lambda$ is 2\%. For a static sheath, balancing electron and ion losses gives a floating barrier of about 14 eV, which 0.9\% of the arriving flux surmounts; an oscillating barrier needs a somewhat higher mean for the same loss. For electrons near that energy the unlimited exponential is a poor model. The numerical output below lists the values used.

\section*{Numbers as computed}
\begin{verbatim}
hard wall, traced/2mU0^2: 1.000000; unweighted 0.500
z, tau/T, H formula, H traced (extrapolated):
  0.3  0.061  0.99948  0.99948
  1.0  0.203  0.95072  0.95072
  2.0  0.405  0.63087  0.63087
  3.0  0.608  0.27037  0.27037
  4.0  0.811  0.08599  0.08599
  5.0  1.013  0.02270  0.02270
largest relative difference in H: 1.6e-07
largest relative difference in first-order kick: 1.5e-04
half slope of mean square / mean gain: 1.00034
outgoing energy-time area / (E*T), U0/v=0.1: 1.00000000
(1-H)/z^4 at z=0.1: 0.06646; 1/15 = 0.06667
H=1/2 at z = 2.324, tau/T = 0.471
H at tau=T (z=4.935): 0.0249
parabolic wall, omega/Omega0=0.5: formula 0.8889, traced 0.8889
inputs: f=162 MHz, Te=3.0 eV, lambda=0.4 mm, s0=0.1 mm
bulk density 5.0e+09 cm^-3, edge density 2.5e+09 cm^-3
gas: 10 mTorr, 300 K, rough cross-section 4e-16 cm^2
rf period 6.17 ns; wall speed U0 1.018e+07 cm/s
hard-wall mean gain 2mU0^2: 0.1178 eV
E (eV), v (cm/s), U0/v, tau (ns), tau/T, z, H formula, H traced:
  0.3 3.249e+07 0.313 4.93 0.798 3.937 0.0930 0.0926
  1.0 5.931e+07 0.172 2.70 0.437 2.157 0.5669 0.5666
  3.0 1.027e+08 0.099 1.56 0.252 1.245 0.8985 0.9000
  10.0 1.876e+08 0.054 0.85 0.138 0.682 0.9875 0.9877
mean gain by formula at these energies (eV): 0.0110, 0.0668, 0.1059, 0.1163
energy where H=1/2: 0.861 eV
energy where tau=T: 0.191 eV
Maxwellian a = 1.245; K formula 0.6873, K traced 0.6879
K at 13.56 MHz, same lambda: 0.9964
K at 60.00 MHz, same lambda: 0.9377
K at 162.00 MHz, same lambda: 0.6873
electron flux to wall: 7.245e+16 cm^-2 s^-1
heating flux: hard 1.368, soft 0.940 mW/cm^2
neglected effects:
rf drift, hard-wall factor: rho=0 1.0025, rho=0.5 0.5003
parabolic wall at edge density, factor: 0.9407
K with lambda=0.2 mm: 0.8941
K with lambda=0.8 mm: 0.3305
edge Debye length 0.258 mm; (omega/omega_pe)^2 at edge 0.130
mean free path 78 mm; collision chance over 4 lambda 0.020
floating barrier 14.0 eV; escaping flux fraction 0.0093
\end{verbatim}
